# Why localized defect levels stay put while hybrid band edges move

A defect calculation is repeated with a larger fraction of exact exchange. The gap opens, and the charge transition level appears to climb away from the valence edge. Plotted against the average electrostatic potential, the same data look different: the valence edge has dropped, the conduction edge has risen, and the level of a compact defect has hardly moved. Both the defect level and the band edges are energies for adding or removing an electron, so why does the exchange fraction act so unequally on them?

## What is compared

Consider a hybrid functional at fixed geometry,

\[
E_\alpha=E_0+\alpha A,\qquad A=E_x^{\rm exact}-E_x^{\rm sl},
\]

where "sl" means semilocal and \(\alpha\) is the mixing fraction. Correlation does not change with \(\alpha\). For a screened hybrid, which mixes in exact exchange only at short range, both exchange energies in \(A\) are the short-range ones. At fixed range parameter the derivatives below keep their form.

Let \(E(q)\) be the total energy of the cell with defect charge \(q\). With the Fermi energy \(E_F\) as electron reservoir, the neutral and positive states are equally favourable when \(E(0)=E(+)+E_F\). The transition level is therefore

\[
\varepsilon(+/0)=E(0)-E(+).
\]

A constant \(c\) added to the potential energy of every electron raises this difference by \(c\), because the neutral state has one more electron. It raises the band edges by \(c\) too. Level-to-edge distances do not depend on the reference, but the statement that one of them "stays fixed" does. Here the zero is the average electrostatic potential of the neutral bulk. This is a useful reference if the density, and hence the electrostatic potential, changes little with \(\alpha\).

## The defect level follows a difference of exchange energies

The self-consistent energy is stationary with respect to the orbitals, so their change contributes nothing to its first derivative. The explicit dependence on \(\alpha\) remains:

\[
\frac{dE_\alpha(q)}{d\alpha}=A(q),\qquad
\frac{d\varepsilon(+/0)}{d\alpha}=A(0)-A(+).
\]

If the atoms relax, the energy is also stationary with respect to their positions, and the formula holds with each \(A\) taken at its own relaxed geometry.

The level is thus nearly fixed if exact and semilocal exchange nearly agree on the exchange energy gained with the transferred electron. This is a condition on the defect and the functional, not a theorem.

To see why orbital energies can behave differently, fill the defect orbital \(\varphi\) gradually, with occupation \(f\) from 0 to 1. Changing \(f\) alters the energy explicitly by \(\langle\varphi|H|\varphi\rangle=\varepsilon(f)\). The accompanying orbital changes contribute

\[
\sum_i f_i\left(\langle\delta\varphi_i|H|\varphi_i\rangle+\text{c.c.}\right)
=\sum_i f_i\varepsilon_i\,\delta\langle\varphi_i|\varphi_i\rangle=0,
\]

because the orbitals stay normalized. Hence \(dE/df=\varepsilon(f)\), and

\[
\varepsilon(+/0)=\int_0^1\varepsilon(f)\,df .
\]

The transition level averages the orbital energy over the whole filling path.

Now take one compact orbital alone, with frozen shape and self-repulsion

\[
U=\iint|\varphi(\mathbf r)|^2\,w(\mathbf r-\mathbf r')\,|\varphi(\mathbf r')|^2\,d\mathbf r\,d\mathbf r' ,
\]

where \(w=e^2/(4\pi\epsilon_0|\mathbf r-\mathbf r'|)\) for real electrons. Exact exchange is quadratic in the density matrix, so its energy is \(-f^2U/2\). Local exchange in three dimensions integrates \(n^{4/3}\), so its energy is \(-Bf^{4/3}\) with \(B>0\). The orbital energy then shifts, per unit \(\alpha\), by

\[
d(f)=\frac{d}{df}\left(-\frac{f^2U}{2}+Bf^{4/3}\right)=-fU+\frac43Bf^{1/3}.
\]

Suppose that the local functional gives the right exchange energy for the full orbital, \(B=U/2\). Then

\[
d(f)=U\left(\frac23f^{1/3}-f\right),\qquad
\int_0^1 d(f)\,df=U\left(\frac23\cdot\frac34-\frac12\right)=0,
\]

while \(d(1)=-U/3\). The shift is positive at small filling, changes sign at \(f=(2/3)^{3/2}\approx0.54\), and is strongly negative at full filling. Agreement of the energies makes the average vanish without making the end point vanish.

The hydrogen 1s density shows the sizes for the real Coulomb interaction. Its exchange energy is −8.50 eV exactly and −8.33 eV with PBE exchange, so exact minus PBE is −0.18 eV. The derivatives with respect to occupation are −17.01 and −10.61 eV, which differ by −6.40 eV. At \(\alpha=0.25\) and frozen density, the total-energy difference would move by \(0.25\times(-0.18)=-0.04\) eV, but the occupied orbital energy by \(0.25\times(-6.40)=-1.60\) eV.

## A band edge sees one end of the path

An electron removed from a band is spread over \(M\) cells, so each site loses \(1/M\) of an electron. No site travels from full to empty, and the average that protects the defect level is never taken.

Freeze the orbitals and let \(f\) be the occupation of the band-edge orbital \(\varphi\). Expanding about the filled state,

\[
A(1)-A(0)=A'(1)-\frac12A''(1)+\cdots,
\]

with

\[
A'(1)=D=\langle\varphi|V_x^{\rm exact}-v_x^{\rm sl}|\varphi\rangle .
\]

The second derivative contains the self-repulsion of the spread orbital and a semilocal term quadratic in \(|\varphi|^2\). Both vanish as the orbital spreads. For a finite-range repulsion the correction falls as \(1/M\). For the bare Coulomb repulsion in three dimensions, the self-repulsion falls as the inverse linear size, that is, as \(M^{-1/3}\). In the extended limit \(D\) remains.

For a filled band of compact orbitals, the sign of \(D\) follows from Wannier functions \(\omega_R\), one per cell and spin. Neglect their overlap and take the band-edge orbital as \(\varphi=M^{-1/2}\sum_Re^{ikR}\omega_R\). The density matrix of the band is \(\sum_R\omega_R(\mathbf r)\omega_R(\mathbf r')\), with real \(\omega_R\), so

\[
\langle\varphi|V_x^{\rm exact}|\varphi\rangle
=-\sum_R\iint \varphi^*(\mathbf r)\omega_R(\mathbf r)\,w\,\omega_R(\mathbf r')\varphi(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\]

Without overlap, \(\varphi\,\omega_R=M^{-1/2}e^{ikR}\omega_R^2\). The phases cancel, each of the \(M\) terms equals \(U_\omega/M\), and the sum is \(-U_\omega\), the full self-repulsion of one compact site orbital. The electron is delocalized, yet its exchange potential is that of a filled site. The semilocal potential is weaker, as at \(f=1\) above, so \(D<0\) and the valence edge falls.

A conduction orbital \(\varphi_c\) is empty, so it has no self-repulsion to remove. Exact exchange acts on it through the products \(\varphi_c\omega_R\) with the filled site orbitals. Each product is confined to the neighbourhood of one site and integrates to zero, because \(\varphi_c\) is orthogonal to all filled states. The part of \(w\) that is nearly constant across a site therefore drops out. The semilocal potential, in contrast, attracts \(\varphi_c\) wherever there is electron density. When that attraction is the stronger one, \(D>0\) and the conduction edge rises. The sign is thus a matter of magnitudes, to be computed for each host.

At finite \(\alpha\) the edge obeys

\[
\frac{d\varepsilon_{\rm edge}}{d\alpha}=D+\left\langle\varphi\left|\frac{\delta H}{\delta P}\frac{dP}{d\alpha}\right|\varphi\right\rangle ,
\]

where \(P\) is the density matrix of the filled states. The change of \(\varphi\) itself drops out at first order, because \(\varphi\) is a normalized eigenstate. The edge moves in a nearly straight line if \(D\) and the response term change little over the range of \(\alpha\). Linearity is therefore a property of weakly changing orbitals, not an identity.

## A model solid with a defect

All parts of the argument can be followed in a one-dimensional ring with repulsion

\[
w(x)=We^{-|x|/\lambda},\qquad W=10\ \text{eV},\quad \lambda=0.40\ \text{nm}.
\]

The kinetic energy is \(-(\hbar^2/2m_e)\,d^2/dx^2\), and the lattice constant is 0.30 nm. Each host site has nuclear charge 2, two electrons, and an additional attractive core potential of Gaussian form, 15 eV deep with width parameter 0.05 nm. In a ring of 12 cells, one site is replaced by a nucleus of charge 1 without the core potential. It binds one electron when neutral and none when positive. There is no correlation and no atomic relaxation.

Local exchange must belong to the same interaction. In a uniform gas with density \(n\) per spin, \(k_F=\pi n\), and the density matrix at separation \(u\) is \(\sin(k_Fu)/(\pi u)\). The exchange energy per length and spin is

\[
e_x=-\frac12\int_{-\infty}^{\infty}We^{-|u|/\lambda}\left[\frac{\sin(k_Fu)}{\pi u}\right]^2du .
\]

The transform of \(w\) is \(2W\lambda/(1+q^2\lambda^2)\). That of the squared density matrix is the overlap of two shifted Fermi segments, \((2k_F-|q|)/2\pi\) for \(|q|<2k_F\). Both are even in \(q\), so

\[
e_x=-\frac{W\lambda}{2\pi^2}\int_0^{2k_F}\frac{2k_F-q}{1+q^2\lambda^2}\,dq .
\]

With \(t=q\lambda\) and \(y=2k_F\lambda=2\pi\lambda n\),

\[
e_x=-\frac{W}{2\pi^2\lambda}\int_0^y\frac{y-t}{1+t^2}\,dt
=-\frac{W}{2\pi^2\lambda}\left[y\arctan y-\frac12\ln(1+y^2)\right].
\]

The derivative of the bracket with respect to \(y\) is \(\arctan y\), since the two terms \(y/(1+y^2)\) cancel. Multiplication by \(dy/dn=2\pi\lambda\) gives

\[
v_x=\frac{de_x}{dn}=-\frac{W}{\pi}\arctan y .
\]

The compact limit is instructive. If an orbital is much narrower than \(\lambda\) and its density is high, \(y\gg1\), then \(e_x\to-Wn/2\), and one electron has local exchange energy \(-W/2\). Exact exchange also gives \(-U/2\to-W/2\). The potentials still differ: \(-W/2\) for the local one and \(-W\) for the exact one.

## How large the shifts are

On a grid of 14 points per cell, raising \(\alpha\) from 0 to 0.3 gives these energies relative to the average bulk potential:

| Quantity | \(\alpha=0\) (eV) | \(\alpha=0.3\) (eV) | Shift (eV) |
|---|---:|---:|---:|
| Conduction edge | −0.58 | 0.37 | +0.95 |
| Defect level | −6.34 | −6.35 | −0.01 |
| Valence edge | −9.53 | −10.68 | −1.15 |

The average potential is zero for the neutral bulk in this model, since the nuclear and electronic charges cancel. The more informative number is the largest local change of the electrostatic potential, about 0.005 eV. Electrostatics therefore cannot account for edge shifts near 1 eV. The last digit of these numbers depends on the grid, because \(w\) has a cusp. In the fine-grid limit the valence edge lies at −9.52 and −10.66 eV and the conduction edge at −0.59 and 0.37 eV. The drift of the level is then −0.006 instead of −0.008 eV, and its slope at \(\alpha=0.1\) is −0.015 instead of −0.020 eV. The values quoted below refer to the 14-point grid.

The valence edge has \(D=-3.82\) eV at \(\alpha=0\) and a mean slope of −3.83 eV per unit \(\alpha\). For the conduction edge the values are 3.15 and 3.18 eV. The orbital matrix element thus accounts for the motion to about 1% of the slope. The largest departure from a straight line between the end points is 0.001 eV.

The filling path shows the cancellation. Between \(\alpha=0\) and 0.3, the defect orbital energy shifts by +0.29 eV when empty, +0.56 eV at \(f=0.17\), −0.08 eV at \(f=0.58\), and −0.89 eV when full. Integrated over \(f\), the orbital energy is −6.34 eV at \(\alpha=0\) and −6.35 eV at 0.3, in agreement with the total-energy differences.

The shift at \(f=0\) is not zero, as it would be for an isolated orbital. The empty defect orbital overlaps the host density and is pushed up for the same reason as a conduction orbital, though only about 30% as far (+0.29 against +0.95 eV). About 84% of the occupied orbital's weight lies within half a lattice constant of the defect, so some overlap with the neighbours is expected.

This matters for reading the very small drift of the level. For the occupied defect orbital alone, the exchange energies are −3.68 eV exactly and −3.32 eV locally, a difference of −0.36 eV. The full calculation gives \(A(0)-A(+)=-0.02\) eV at \(\alpha=0.1\). Host overlap and relaxation of the electrons must together supply about +0.34 eV. The near-perfect pinning is thus partly a compensation particular to this model. The mismatch of the orbital alone, taken as constant in \(\alpha\), would give a drift of about \(0.3\times(-0.36)=-0.11\) eV, still roughly a tenth of the valence shift.

For the same orbital the exchange potentials average −7.36 eV exactly and −4.19 eV locally. Their difference, −3.17 eV, is about nine times the energy mismatch. This is the contrast between an end point and an average.

The opposite limit is reached by removing a valence electron spread over the whole ring, with frozen orbitals. The excess of \(A(N)-A(N-1)\) over \(D\), where \(N\) is the number of electrons, is 2.22, 1.11 and 0.56 eV for 6, 12 and 24 cells. It halves with each doubling. Its size can be estimated by smearing the orbital evenly over the length \(Ma\), where \(a\) is the lattice constant. The self-repulsion is then \(2W\lambda/(Ma)\), and half of it for 12 cells is

\[
\frac{W\lambda}{Ma}=\frac{10\times0.40}{12\times0.30}\ \text{eV}=1.11\ \text{eV}.
\]

The estimate omits the orbital's density variation and the local second-order term, so its close agreement includes some compensation between them.

## What to do in practice

**Treat the level and the edges as separate quantities.** Obtain the defect level from total energies and the edges from a bulk calculation, and place both on the same electrostatic reference. In the model, the level lies \(9.53-6.34=3.19\) eV above the valence edge at \(\alpha=0\) and \(10.68-6.35=4.33\) eV above it at 0.3. This apparent rise of 1.14 eV is almost entirely the fall of the edge.

If pinning has been established, a level from a cheaper functional can be combined with edges from a better one. Here the level at \(\alpha=0\) and the valence edge at 0.3 give \(10.68-6.34=4.34\) eV, within 0.01 eV of the full result at 0.3. The comparison is with the same model hybrid, not with experiment.

**Measure the pinning.** Evaluate \(A(0)-A(+)\) on the converged orbitals of the two charge states. This needs one evaluation of both exchange energies per state and gives the local slope. In the model it is −0.020 eV per unit \(\alpha\) at \(\alpha=0.1\), matching the finite difference of total energies. The slope is not constant: the level falls by about 0.001 eV between \(\alpha=0\) and 0.1, and by about 0.004 eV between 0.2 and 0.3. For a large change of \(\alpha\), a second self-consistent calculation also reveals curvature.

**Do not use defect orbital energies as transition levels.** The full and empty orbital energies here move by −0.89 and +0.29 eV while the transition level moves by −0.01 eV. For the same reason, a core orbital energy is a poor reference between different values of \(\alpha\): a filled compact orbital has its own nonzero \(D\).

**Check the charged cell.** With Coulomb interactions, periodic images and the compensating background require a finite-size correction and a careful potential alignment. The finite range of the model interaction avoids the background. Going from 12 to 16 cells changes the level at \(\alpha=0\) by about 0.003 eV. The drift of 0.008 eV between \(\alpha=0\) and 0.3 was found at fixed cell size, and should be read as "about 0.01 eV or less", not as a precise material property.

## When the level does move

A shallow donor holds its electron in an orbital built from conduction states and spread over many cells. The more this orbital spreads, the closer the transition level comes to the conduction edge, whatever the value of \(\alpha\). The difference \(A(0)-A(+)\) then approaches the slope of that edge, which is \(D\) plus the response term, and the level follows the edge. A shallow acceptor follows the valence edge in the same way. Intermediate sizes give intermediate behaviour, and the computed slope is a better guide than a picture of the orbital.

A second failure occurs when the semilocal gap is too small to contain the level. If the conduction edge lies below the level of the localized state, the added electron can enter the band instead. The calculation then reports an energy tied to the band edge. Raising \(\alpha\) may bring the localized state into the gap, but the calculations on the two sides describe different states, and the slope formula must not be carried across the change.

The same caution applies when a hole is extended at small \(\alpha\) and localizes at larger \(\alpha\), or when the atoms relax into a different structure. Pinning concerns one electronic state followed continuously.

Finally, the semilocal exchange energy of the transferred electron may simply be poor, for instance when the two charge states differ strongly in how their orbitals overlap. Then \(A(0)-A(+)\) is not small, however compact the defect. Conversely, a small slope shows insensitivity to \(\alpha\), not correctness: errors in correlation, geometry or finite-size treatment can remain while the level stays still. The numerical output below gives the intermediate values of \(\alpha\) and \(f\).

## Computed values

```
W = 10.0 eV, lambda = 0.40 nm, lattice constant = 0.30 nm
core depth = 15.0 eV, core width = 0.050 nm, cells = 12
alpha 0.0: valence edge -9.529, defect level -6.344, conduction edge -0.580 eV
alpha 0.1: valence edge -9.911, defect level -6.345, conduction edge -0.262 eV
alpha 0.2: valence edge -10.293, defect level -6.348, conduction edge 0.056 eV
alpha 0.3: valence edge -10.677, defect level -6.351, conduction edge 0.374 eV
shifts, alpha 0 to 0.3: valence -1.148, defect -0.008, conduction 0.955 eV
bulk average electrostatic potential at alpha 0.3: 5.5e-16 eV (magnitude)
largest local change of bulk electrostatic potential: 0.0047 eV
defect orbital weight within half a lattice constant: 0.839
valence edge: D = -3.823 eV, slope = -3.827 eV, bend = 0.0010 eV
conduction edge: D = 3.147 eV, slope = 3.182 eV, bend = 0.0001 eV
defect slope at alpha 0.1: A difference -0.0202, finite difference -0.0200 eV
shift of the defect eigenvalue, alpha 0 to 0.3, at occupation f:
  f = 0.000: 0.285 eV
  f = 0.000: 0.286 eV
  f = 0.010: 0.311 eV
  f = 0.056: 0.445 eV
  f = 0.167: 0.558 eV
  f = 0.350: 0.338 eV
  f = 0.582: -0.082 eV
  f = 0.807: -0.518 eV
  f = 0.961: -0.812 eV
  f = 1.000: -0.886 eV
integral of eigenvalue over f: -6.344 (alpha 0), -6.351 eV (alpha 0.3)
defect orbital alone: self-repulsion U = 7.363 eV
  exchange energy: exact -3.682, local -3.323 eV
  exchange potential: exact -7.363, local -4.192 eV
band electron over 6 cells: A difference -1.835, minus D 2.224 eV
band electron over 12 cells: A difference -2.710, minus D 1.113 eV
band electron over 24 cells: A difference -3.264, minus D 0.557 eV
defect level at alpha 0 with 16 cells: -6.3412 eV (12 cells: -6.3437 eV)
hydrogen 1s exchange energy: exact -8.504, PBE -8.325 eV
hydrogen 1s occupation derivative: exact -17.007, PBE -10.610 eV
```
